# The confinement mass of silicon valleys at a (111) surface: a numerical check

```python
"""
Result under test: on a (111) silicon surface all six conduction valleys have
the same confinement mass  m_z = 3*ml*mt/(mt + 2*ml).
ml, mt : longitudinal and transverse valley masses (units of the free mass)
W      : inverse-mass tensor; E = (hbar^2/2m0) k.W.k from the valley minimum
n      : unit surface normal; m_z = 1/(n.W.n)
Energies are in eV, lengths in nm, field times charge in eV/nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigvals_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

# ---------- inputs ----------
ml, mt = 0.916, 0.190
field_MV_cm = 0.2
n_inv_cm2 = 1e11
band_bending = 0.9
temperature = 300.0
eps_si, eps_ox = 11.7, 3.9
barrier, m_ox = 3.1, 0.5
alpha = 0.5                       # nonparabolicity, 1/eV
q = const.e
hb = const.hbar**2 / (2 * const.m_e) / q * 1e18     # eV nm^2
eF = field_MV_cm * 0.1                              # eV/nm
kT = const.k * temperature / q

# ---------- symbolic rotation of the three distinct tensors ----------
L, T = sp.symbols("m_l m_t", positive=True)
Rs = sp.Matrix([[1/sp.sqrt(2), -1/sp.sqrt(2), 0],
                [1/sp.sqrt(6), 1/sp.sqrt(6), -2/sp.sqrt(6)],
                [1/sp.sqrt(3), 1/sp.sqrt(3), 1/sp.sqrt(3)]])
assert sp.simplify(Rs * Rs.T - sp.eye(3)) == sp.zeros(3, 3)
assert sp.simplify(Rs.det() - 1) == 0
for axis in range(3):
    masses = [T, T, T]
    masses[axis] = L
    Wrot = (Rs * sp.diag(*[1/m for m in masses]) * Rs.T).applyfunc(sp.simplify)
    assert sp.simplify(1/Wrot[2, 2] - 3*L*T/(T + 2*L)) == 0
    schur = Wrot[:2, :2] - Wrot[:2, 2] * Wrot[2, :2] / Wrot[2, 2]
    m_long_s = (T + 2*L) / 3
    assert sp.simplify(schur.trace() - 1/T - 1/m_long_s) == 0
    assert sp.simplify(schur.det() - 1/(T * m_long_s)) == 0
    Mrot = Rs * sp.diag(*masses) * Rs.T
    assert sp.simplify(Mrot[2, 2] - (L + 2*T)/3) == 0

# ---------- threefold rotation permutes valleys and keeps the normal ----------
R = np.array(Rs.evalf(17).tolist(), dtype=float)
normal = R[2]
c3, s3 = np.cos(2*np.pi/3), np.sin(2*np.pi/3)
C3 = R.T @ np.array([[c3, -s3, 0], [s3, c3, 0], [0, 0, 1]]) @ R


def inverse_tensor(axis):
    w = np.full(3, 1/mt)
    w[axis] = 1/ml
    return np.diag(w)


assert np.allclose(C3 @ normal, normal)
assert np.allclose(C3 @ inverse_tensor(0) @ C3.T, inverse_tensor(1))
assert np.allclose(C3 @ inverse_tensor(1) @ C3.T, inverse_tensor(2))

# ---------- curvature of the energy at each of the six minima ----------
def curvature_mass(axis, sign, direction):
    centre = np.zeros(3)
    centre[axis] = sign * 9.8     # 1/nm, rough position of the minimum
    unit = np.array(direction, float) / np.linalg.norm(direction)
    step = 0.1

    def energy(k):
        along = (k - centre)[axis]
        across2 = np.sum((k - centre)**2) - along**2
        return hb * (along**2/ml + across2/mt)

    second = (energy(centre + step*unit) - 2*energy(centre)
              + energy(centre - step*unit)) / step**2
    return 2*hb / second


m_z = 3*ml*mt / (mt + 2*ml)
valleys = [(a, s) for a in range(3) for s in (1, -1)]
six = [curvature_mass(a, s, (1, 1, 1)) for a, s in valleys]
six100 = [curvature_mass(a, s, (0, 0, 1)) for a, s in valleys]
six110 = [curvature_mass(a, s, (1, 1, 0)) for a, s in valleys]
assert np.allclose(six, m_z, rtol=1e-9)
assert np.allclose(sorted(six100), [mt]*4 + [ml]*2, rtol=1e-9)
m110 = 2*ml*mt / (ml + mt)
assert np.allclose(sorted(six110), [mt]*2 + [m110]*4, rtol=1e-9)

# ---------- triangular well ----------
zeros = -ai_zeros(12)[0]


def airy_level(mass, i=0):
    return zeros[i] * (hb/mass * eF**2)**(1/3)


m_long = (mt + 2*ml) / 3
m_dos = np.sqrt(mt * m_long)
m_wrong = (ml + 2*mt) / 3
E0, E1 = airy_level(m_z), airy_level(m_z, 1)
z_full = np.linspace(0, 30, 2001)
h = z_full[1]
z = z_full[1:-1]


def grid_levels(W, k1=0.0, k2=0.0, extra=0.0):
    """Two lowest levels of the full Hamiltonian, cross terms included."""
    A = hb * W[2, 2]
    B = 2*hb * (W[0, 2]*k1 + W[1, 2]*k2)
    C = hb * (W[0, 0]*k1**2 + 2*W[0, 1]*k1*k2 + W[1, 1]*k2**2)
    band = np.zeros((2, z.size), complex)
    band[0] = 2*A/h**2 + C + eF*z + extra
    band[1, :-1] = -A/h**2 + 1j*B/(2*h)
    return eigvals_banded(band, lower=True, select="i", select_range=(0, 1))


k_par = np.array([0.3, 0.2])      # 1/nm
in_plane = []
grid_total = []
for axis in range(3):
    W = R @ inverse_tensor(axis) @ R.T
    u = R[:2, axis] / np.linalg.norm(R[:2, axis])
    along = k_par @ u
    expected = hb * (along**2/m_long + (k_par @ k_par - along**2)/mt)
    levels = grid_levels(W, *k_par)
    assert np.allclose(levels, [E0 + expected, E1 + expected], atol=1e-5)
    in_plane.append(expected)
    grid_total.append(levels[0])
    # density-of-states mass from the area of the in-plane energy ellipse
    S = W[:2, :2] - np.outer(W[:2, 2], W[2, :2]) / W[2, 2]
    th = np.linspace(0, 2*np.pi, 2000, endpoint=False)
    d = np.array([np.cos(th), np.sin(th)])
    area = 0.5 * np.mean(1/np.einsum("it,ij,jt->t", d, S, d)) * 2*np.pi
    assert abs(area/np.pi - m_dos) < 1e-9
W_z = R @ inverse_tensor(2) @ R.T
E0_grid = grid_levels(W_z)[0]
E0_wrong = airy_level(m_wrong)
assert abs(E0_grid - E0) < 1e-5 and abs(E0_grid - E0_wrong) > 0.01

# ---------- averages in the lowest level ----------
length = (hb / (m_z*eF))**(1/3)
rho = airy(z/length - zeros[0])[0]**2
rho /= np.sum(rho) * h


def mean(f):
    return np.sum(f * rho) * h


z_mean = 2*E0 / (3*eF)
assert abs(mean(z)/z_mean - 1) < 1e-4
assert abs(mean((E0 - eF*z)**2) / (E0**2/5) - 1) < 1e-3

# ---------- neglected effects ----------
# field of the inversion electrons and fall of the depletion field
F_inv = q * n_inv_cm2*1e4 / (eps_si*const.epsilon_0) * 1e-9
F_dep = eF - F_inv
width = 2*band_bending / F_dep
doping_cm3 = F_dep*1e9*eps_si*const.epsilon_0/q / (width*1e-9) * 1e-6
charge = cumulative_trapezoid(rho, z, initial=0)
V_inv = -F_inv * cumulative_trapezoid(charge, z, initial=0)
V_dep = -F_dep * z**2 / (2*width)
coulomb = q / (4*np.pi*const.epsilon_0) * 1e9       # eV nm
V_img = coulomb/(4*eps_si) * (eps_si - eps_ox)/(eps_si + eps_ox) / z
d_inv, d_dep, d_img = mean(V_inv), mean(V_dep), mean(V_img)
E0_first = E0 + d_inv + d_dep + d_img
E0_full = grid_levels(W_z, extra=V_inv + V_dep + V_img)[0]
# first order is a variational upper bound; second order should be small
assert -1e-5 < E0_first - E0_full < 0.02*E0

# penetration into a flat oxide barrier with continuous psi and psi'/mass
def leak(E):
    return (m_ox/m_z) / np.sqrt(m_ox*(barrier - E)/hb)


def match(E):
    ai, aip = airy(-E/(eF*length))[:2]
    return ai - leak(E)/length * aip


d_pen = brentq(match, 0.7*E0, E0) - E0
assert abs(d_pen / (-eF*leak(E0)) - 1) < 0.1
d_nonpar = -alpha * mean((E0 - eF*z)**2)

# miscut by one degree towards [001]
tilt = np.radians(1.0)
toward = np.array([0, 0, 1.0]) - normal[2]*normal
toward /= np.linalg.norm(toward)
n_tilt = np.cos(tilt)*normal + np.sin(tilt)*toward
E_tilt = [airy_level(curvature_mass(a, 1, n_tilt)) for a in range(3)]
assert abs(E_tilt[0] - E_tilt[1]) < 1e-9 and E_tilt[2] < E_tilt[0]
mt5 = 1.05*mt
m_z5 = 3*ml*mt5 / (mt5 + 2*ml)
d_mt = airy_level(m_z5) - E0

# thermal occupation and degeneracy
weights = np.exp(-(zeros - zeros[0])*eF*length/kT)
fraction0 = 1/np.sum(weights)
n_c = 6*m_dos*const.m_e*const.k*temperature/(np.pi*const.hbar**2)*1e-4
spacing = 1/np.sqrt(np.pi*n_inv_cm2*1e-14)
E_coul = coulomb / (0.5*(eps_si + eps_ox)) / spacing

# ---------- output ----------
meV = 1e3
print(f"m_l, m_t: {ml:.3f}, {mt:.3f} m0")
print("Rotated W, z valley (1/m0):")
for row in W_z:
    print("  " + " ".join(f"{v + 0.0:8.4f}" for v in np.round(row, 10)))
print("(111) masses, six valleys: " + " ".join(f"{m:.4f}" for m in six) + " m0")
print(f"Closed-form m_z (111): {m_z:.4f} m0")
print("(100) masses: " + " ".join(f"{m:.3f}" for m in six100) + " m0")
print("(110) masses: " + " ".join(f"{m:.3f}" for m in six110) + " m0")
print(f"n.M.n, not the confinement mass: {m_wrong:.4f} m0")
print(f"In-plane masses (111): {mt:.3f}, {m_long:.4f} m0")
print(f"DOS mass per valley: {m_dos:.4f} m0")
print(f"hbar^2/(2 m0): {hb:.6f} eV nm^2")
print(f"Surface field: {field_MV_cm:.2f} MV/cm = {eF:.3f} V/nm")
print(f"Airy zeros |a0|, |a1|: {zeros[0]:.4f}, {zeros[1]:.4f}")
print(f"Airy length: {length:.3f} nm")
print(f"Airy energy unit: {eF*length*meV:.2f} meV")
print(f"E0, E1 on (111): {E0*meV:.2f}, {E1*meV:.2f} meV")
print(f"E0 on (111) from grid: {E0_grid*meV:.2f} meV")
print(f"E0 if n.M.n were used: {E0_wrong*meV:.2f} meV")
print(f"Mean depth in E0: {z_mean:.3f} nm")
print(f"(100) E0, mass m_l: {airy_level(ml)*meV:.2f} meV")
print(f"(100) E0, mass m_t: {airy_level(mt)*meV:.2f} meV")
print(f"(111) minus (100) lowest: {(E0 - airy_level(ml))*meV:.2f} meV")
print(f"Test k1, k2: {k_par[0]:.1f}, {k_par[1]:.1f} 1/nm")
print("In-plane energy x,y,z: " + " ".join(f"{e*meV:.2f}" for e in in_plane) + " meV")
print("Grid total x,y,z: " + " ".join(f"{e*meV:.2f}" for e in grid_total) + " meV")
print(f"Inversion density: {n_inv_cm2:.1e} 1/cm2")
print(f"Band bending: {band_bending:.2f} V")
print(f"Depletion width: {width:.1f} nm")
print(f"Implied doping: {doping_cm3:.2e} 1/cm3")
print(f"Permittivities Si, oxide: {eps_si:.1f}, {eps_ox:.1f}")
print(f"Barrier: {barrier:.1f} eV; oxide mass: {m_ox:.1f} m0")
print(f"Shift, oxide penetration: {d_pen*meV:.2f} meV")
print(f"Shift, image repulsion: {d_img*meV:.2f} meV")
print(f"Shift, inversion charge: {d_inv*meV:.2f} meV")
print(f"Shift, depletion curvature: {d_dep*meV:.2f} meV")
print(f"E0 + last three, first order: {E0_first*meV:.2f} meV")
print(f"E0 + last three, diagonalized: {E0_full*meV:.2f} meV")
print(f"Nonparabolicity parameter: {alpha:.1f} 1/eV")
print(f"Shift, nonparabolicity: {d_nonpar*meV:.2f} meV")
print(f"Valley splitting, 1 deg miscut: {(E_tilt[0]-E_tilt[2])*meV:.2f} meV")
print(f"m_z for m_t up 5 percent: {m_z5:.4f} m0")
print(f"Shift, m_t up 5 percent: {d_mt*meV:.2f} meV")
print(f"Temperature: {temperature:.0f} K; kT: {kT*meV:.2f} meV")
print(f"Fraction in lowest subband: {fraction0:.3f}")
print(f"2D effective density, 6 valleys: {n_c:.2e} 1/cm2")
print(f"Degeneracy ratio: {n_inv_cm2/n_c:.4f}")
print(f"Mean electron spacing radius: {spacing:.1f} nm")
print(f"Coulomb energy at that radius: {E_coul*meV:.1f} meV")
print(f"Oxide field: {field_MV_cm*eps_si/eps_ox:.2f} MV/cm")
print("finished without a failed check")
```

It prints:

```
m_l, m_t: 0.916, 0.190 m0
Rotated W, z valley (1/m0):
    5.2632   0.0000   0.0000
    0.0000   2.4822   1.9664
    0.0000   1.9664   3.8727
(111) masses, six valleys: 0.2582 0.2582 0.2582 0.2582 0.2582 0.2582 m0
Closed-form m_z (111): 0.2582 m0
(100) masses: 0.190 0.190 0.190 0.190 0.916 0.916 m0
(110) masses: 0.315 0.315 0.315 0.315 0.190 0.190 m0
n.M.n, not the confinement mass: 0.4320 m0
In-plane masses (111): 0.190, 0.6740 m0
DOS mass per valley: 0.3579 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Surface field: 0.20 MV/cm = 0.020 V/nm
Airy zeros |a0|, |a1|: 2.3381, 4.0879
Airy length: 1.947 nm
Airy energy unit: 38.93 meV
E0, E1 on (111): 91.03, 159.16 meV
E0 on (111) from grid: 91.03 meV
E0 if n.M.n were used: 76.68 meV
Mean depth in E0: 3.034 nm
(100) E0, mass m_l: 59.69 meV
(100) E0, mass m_t: 100.83 meV
(111) minus (100) lowest: 31.34 meV
Test k1, k2: 0.3, 0.2 1/nm
In-plane energy x,y,z: 7.43 22.39 20.31 meV
Grid total x,y,z: 98.46 113.42 111.34 meV
Inversion density: 1.0e+11 1/cm2
Band bending: 0.90 V
Depletion width: 97.5 nm
Implied doping: 1.22e+17 1/cm3
Permittivities Si, oxide: 11.7, 3.9
Barrier: 3.1 eV; oxide mass: 0.5 m0
Shift, oxide penetration: -6.05 meV
Shift, image repulsion: 6.60 meV
Shift, inversion charge: -1.17 meV
Shift, depletion curvature: -1.05 meV
E0 + last three, first order: 95.41 meV
E0 + last three, diagonalized: 95.01 meV
Nonparabolicity parameter: 0.5 1/eV
Shift, nonparabolicity: -0.83 meV
Valley splitting, 1 deg miscut: 0.81 meV
m_z for m_t up 5 percent: 0.2699 m0
Shift, m_t up 5 percent: -1.33 meV
Temperature: 300 K; kT: 25.85 meV
Fraction in lowest subband: 0.925
2D effective density, 6 valleys: 2.32e+13 1/cm2
Degeneracy ratio: 0.0043
Mean electron spacing radius: 17.8 nm
Coulomb energy at that radius: 10.3 meV
Oxide field: 0.60 MV/cm
finished without a failed check
```
